# Why spin-orbit coupling makes thallium 6p1/2 less polarizable and isotropic: verification in Python

```python
"""
Why is Tl 6p1/2 less polarizable than 6p3/2, and isotropic?
Result under test: in one fixed central potential, spin-orbit coupling lowers
the scalar polarizability of 6p1/2 below that of 6p3/2 through wider energy gaps
and a smaller orbital; an isolated J=1/2 level has no tensor polarizability.
Atomic units. kappa: Dirac angular number; lam: spin-orbit strength
(1 = Dirac, 0 = spin-free scalar-relativistic); P, Q: large and small radial
components; alpha0, alpha2: scalar and tensor polarizabilities.
The core is Tl+ with local-density exchange. The response is uncoupled.
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.interpolate import BSpline
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.special import lpmv

c = 1 / const.alpha
bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
field_unit = const.physical_constants["atomic unit of electric field"][0]
Z, n_core = 81, 80
nuclear_radius_fm = 7.0
r_nuc = nuclear_radius_fm * 1e-15 / bohr
r_max, degree = 40.0, 6
core_shells = {-1: 6, 1: 4, -2: 4, 2: 3, -3: 3, 3: 1, -4: 1}
channels = (-1, 1, -2, 2, -3, 3, -4, 4, -5)

# Radial B-splines and Gauss-Legendre quadrature on each knot interval
breaks = np.concatenate(([0.0], np.geomspace(r_nuc, r_max, 61)))
knots = np.concatenate((np.zeros(degree + 1), breaks[1:-1],
                        np.full(degree + 1, r_max)))
n_spline = len(knots) - degree - 1
gx, gw = np.polynomial.legendre.leggauss(12)
half_width = np.diff(breaks) / 2
r = ((breaks[1:] + breaks[:-1])[:, None] / 2 + half_width[:, None] * gx).ravel()
w = (half_width[:, None] * gw).ravel()
spline = BSpline(knots, np.eye(n_spline), degree)
B, D = spline(r), spline.derivative()(r)


def ell(kappa):
    return kappa if kappa > 0 else -kappa - 1


def jay(kappa):
    return abs(kappa) - 0.5


def gram(a, b, weight):
    return a.T @ (weight[:, None] * b)


def radial_basis(kappa):
    first = 1 if ell(kappa) == 0 else 2
    b, d = B[:, first:-1], D[:, first:-1]
    return b, d, (d + kappa * b / r[:, None]) / (2 * c)


def matrices(kappa, V, lam=1.0, V_so=None):
    """Dirac matrices with separable spin-orbit term, generated by V_so."""
    V_so = V if V_so is None else V_so
    b, d, _ = radial_basis(kappa)
    br = b / r[:, None]
    ll = ell(kappa) * (ell(kappa) + 1)

    def spin_free(U):
        return gram(d - br, d - br, w * U) + ll * gram(br, br, w * U)

    def with_spin(U):
        return gram(d + kappa * br, d + kappa * br, w * U)

    T = (gram(d, d, w) + ll * gram(br, br, w)) / 2
    W = spin_free(V) + lam * (with_spin(V_so) - spin_free(V_so))
    zero = np.zeros_like(T)
    H = np.block([[gram(b, b, w * V), T], [T, W / (4 * c**2) - T]])
    M = np.block([[gram(b, b, w), zero], [zero, T / (2 * c**2)]])
    return (H + H.T) / 2, (M + M.T) / 2


def solve(kappa, V, lam=1.0, V_so=None):
    E, C = eigh(*matrices(kappa, V, lam, V_so))
    b, _, q = radial_basis(kappa)
    n = b.shape[1]
    return E, b @ C[:n], q @ C[n:], C


def spin_parts(kappa, m):
    l = ell(kappa)
    a = np.sqrt(max(0.0, l + m + 0.5) / (2 * l + 1))
    b = np.sqrt(max(0.0, l - m + 0.5) / (2 * l + 1))
    return (a, b) if kappa < 0 else (-b, a)


def angular_z(k1, k2, m):
    L = max(ell(k1), ell(k2))
    return sum(x * y * np.sqrt(max(0.0, L**2 - ml**2) / (4 * L**2 - 1))
               for x, y, ml in zip(spin_parts(k1, m), spin_parts(k2, m),
                                   (m - 0.5, m + 0.5)))


def radial_dipoles(st, k, n, k2):
    E, P, Q, _ = st[k]
    i = len(E) // 2 + n
    return (w * r * P[:, i]) @ st[k2][1] + (w * r * Q[:, i]) @ st[k2][2]


def terms(st, k, n, k2, m, energy=None):
    e = st[k][0][len(st[k][0]) // 2 + n] if energy is None else energy
    R = radial_dipoles(st, k, n, k2)
    return 2 * angular_z(k, k2, m)**2 * R**2 / (st[k2][0] - e)


def linked(st, k, m):
    return [q for q in st if abs(ell(q) - ell(k)) == 1 and abs(m) <= jay(q)]


def alpha_m(st, k, n, m, energy=None, part="all"):
    total = 0.0
    for k2 in linked(st, k, m):
        t = terms(st, k, n, k2, m, energy)
        first_empty = len(t) // 2 + core_shells.get(k2, 0)
        if part == "empty":
            t = t[first_empty:]
        elif part == "occupied":
            t = t[:first_empty]
        total += t.sum()
    return total


def alpha_scalar(st, k, n, energy=None, part="all"):
    return np.mean([alpha_m(st, k, n, m, energy, part)
                    for m in np.arange(0.5, jay(k) + 1)])


def core_alpha(st):
    return sum((2 * jay(k) + 1) * alpha_scalar(st, k, n)
               for k, count in core_shells.items() for n in range(count))


# Self-consistent potential of the closed-shell core
V_nuc = np.where(r < r_nuc, -Z * (3 - (r / r_nuc)**2) / (2 * r_nuc), -Z / r)
x_tf = r * Z**(1 / 3) / 0.885
V = V_nuc + (Z - 1) * (1 - (1 + 0.536 * x_tf)**-2) / r
K = gram(D, D, w)
for iteration in range(1, 121):
    rho = np.zeros_like(r)
    for k, count in core_shells.items():
        E, P, Q, _ = solve(k, V)
        s = slice(len(E) // 2, len(E) // 2 + count)
        rho += (2 * jay(k) + 1) * (P[:, s]**2 + Q[:, s]**2).sum(axis=1)
    coef = np.zeros(n_spline)
    coef[-1] = n_core
    rhs = B[:, 1:-1].T @ (w * rho / r) - n_core * K[1:-1, -1]
    coef[1:-1] = np.linalg.solve(K[1:-1, 1:-1], rhs)
    V_exchange = -(3 * rho / (4 * np.pi**2 * r**2))**(1 / 3)
    V_new = V_nuc + B @ coef / r + V_exchange
    scf_change = np.max(np.abs(r * (V_new - V)))
    if scf_change < 1e-6:
        break
    V = V + 0.35 * (V_new - V)
assert scf_change < 1e-6
assert abs(w @ rho - n_core) < 1e-6

# Solver against analytic Dirac energies and the hydrogen polarizability.
# Tolerances allow for the finite nucleus and relativistic hydrogen correction.
for k, tolerance in ((1, 2e-4), (-2, 1e-5)):
    E = solve(k, V_nuc)[0]
    gamma = np.sqrt(k**2 - (Z / c)**2)
    exact = c**2 * ((1 + (Z / c / (2 - abs(k) + gamma))**2)**-0.5 - 1)
    assert abs(E[len(E) // 2] / exact - 1) < tolerance
hydrogen = {k: solve(k, V_nuc / Z) for k in (-1, 1, -2)}
alpha_h = alpha_scalar(hydrogen, -1, 0)
assert abs(alpha_h / 4.5 - 1) < 1e-3

dirac = {k: solve(k, V) for k in channels}
scalar = {k: solve(k, V, 0.0) for k in channels}


def level(st, k, n):
    return st[k][0][len(st[k][0]) // 2 + n]


def radius(st, k, n, power=1):
    i = len(st[k][0]) // 2 + n
    return w @ (r**power * (st[k][1][:, i]**2 + st[k][2][:, i]**2))


e1, e3, esr = level(dirac, 1, 4), level(dirac, -2, 4), level(scalar, 1, 4)
splitting = e3 - e1
a1 = alpha_scalar(dirac, 1, 4)
a3 = alpha_scalar(dirac, -2, 4)
a3_m3, a3_m1 = (alpha_m(dirac, -2, 4, m) for m in (1.5, 0.5))
a3_tensor = (a3_m3 - a3_m1) / 2
core_d, core_s = core_alpha(dirac), core_alpha(scalar)
closure = np.sum(radial_dipoles(dirac, 1, 4, -1)**2)
assert abs(closure / radius(dirac, 1, 4, 2) - 1) < 1e-3

# Scalar-relativistic limit from ordinary orbital angular integrals
S_s, S_d = (np.sum(radial_dipoles(scalar, 1, 4, k)**2 / (scalar[k][0] - esr))
            for k in (-1, 2))
a_par, a_perp = 2 * (S_s / 3 + 4 * S_d / 15), 2 * S_d / 5
a_sr, a_sr_tensor = (a_par + 2 * a_perp) / 3, (a_perp - a_par) / 3
for k in (1, -2):
    assert abs(alpha_scalar(scalar, k, 4) / a_sr - 1) < 1e-3
tensor_j = (alpha_m(scalar, -2, 4, 1.5) - alpha_m(scalar, -2, 4, 0.5)) / 2
assert abs(tensor_j - a_sr_tensor) < 1e-3 * a_sr
assert e1 < esr < e3 and a1 < a_sr < a3
assert a_par > a_perp and (core_d + a3) / (core_d + a1) > 1.2

# Tilted field: spin-angular matrix elements by direct quadrature
u, uw = np.polynomial.legendre.leggauss(10)
phi = np.arange(16) * 2 * np.pi / 16
U, PHI = np.meshgrid(u, phi, indexing="ij")
solid = np.repeat(uw[:, None], 16, axis=1) * 2 * np.pi / 16
sine = np.sqrt(1 - U**2)
tilt = (sine * np.cos(PHI) + 2 * sine * np.sin(PHI) + 2 * U) / 3


def spinor_grid(k, m):
    result = []
    for amp, ml in zip(spin_parts(k, m), (int(m - 0.5), int(m + 0.5))):
        l, am = ell(k), abs(ml)
        if am > l:
            result.append(np.zeros_like(U, dtype=complex))
            continue
        norm = np.sqrt((2*l+1) / (4*np.pi) * factorial(l-am) / factorial(l+am))
        sign = (-1)**am if ml < 0 else 1
        result.append(amp * sign * norm * lpmv(am, l, U) * np.exp(1j*ml*PHI))
    return np.array(result)


def tilted_eigenvalues(k):
    initial = [spinor_grid(k, m) for m in np.arange(-jay(k), jay(k) + 1)]
    response = np.zeros((len(initial), len(initial)), complex)
    for k2 in (-1, 2, -3):
        R = radial_dipoles(dirac, k, 4, k2)
        strength = 2 * np.sum(R**2 / (dirac[k2][0] - level(dirac, k, 4)))
        final = [spinor_grid(k2, m) for m in np.arange(-jay(k2), jay(k2)+1)]
        A = np.array([[np.sum(solid * tilt * f.conj() * i)
                       for i in initial] for f in final])
        response += strength * A.conj().T @ A
    return np.linalg.eigvalsh(response)


tilted1, tilted3 = tilted_eigenvalues(1), tilted_eigenvalues(-2)
assert np.allclose(tilted1, a1, rtol=1e-8)
assert np.allclose(tilted3, np.sort([a3_m1, a3_m1, a3_m3, a3_m3]), rtol=1e-8)


def determinant_alpha(kv, m_valence):
    """Only Pauli-allowed excitations of the 81-electron determinant."""
    filled = [(k, n, m) for k, count in core_shells.items()
              for n in range(count) for m in np.arange(-jay(k), jay(k) + 1)]
    filled.append((kv, 4, m_valence))
    lookup, total = set(filled), 0.0
    for k, n, m in filled:
        for k2 in linked(dirac, k, m):
            t = terms(dirac, k, n, k2, m)
            for n2 in range(7):
                if (k2, n2, m) in lookup:
                    t[len(t) // 2 + n2] = 0
            total += t.sum()
    return total


assert abs(determinant_alpha(1, 0.5) / (core_d + a1) - 1) < 1e-6
assert abs(determinant_alpha(-2, 1.5) / (core_d + a3_m3) - 1) < 1e-6


def finite_field(lam, field):
    """Two 6p energies with m=1/2 from the coupled equation in a field."""
    ks = (1, -2, -1, 2, -3)
    mats = [matrices(k, V, lam) for k in ks]
    ends = np.cumsum([0] + [len(h) for h, _ in mats])
    H, M = np.zeros((ends[-1], ends[-1])), np.zeros((ends[-1], ends[-1]))
    X = np.zeros((ends[-1], 2))
    for i, k in enumerate(ks):
        si = slice(ends[i], ends[i + 1])
        H[si, si], M[si, si] = mats[i]
        bi, _, qi = radial_basis(k)
        ni = bi.shape[1]
        for j, k2 in enumerate(ks):
            if abs(ell(k) - ell(k2)) != 1:
                continue
            bj, _, qj = radial_basis(k2)
            nj = bj.shape[1]
            block = np.zeros((2 * ni, 2 * nj))
            block[:ni, :nj] = gram(bi, bj, w * r)
            block[ni:, nj:] = gram(qi, qj, w * r)
            H[si, ends[j]:ends[j+1]] += field * angular_z(k, k2, 0.5) * block
    for i, k in enumerate((1, -2)):
        E, _, _, C = solve(k, V, lam)
        X[ends[i]:ends[i + 1], i] = C[:, len(E) // 2 + 4]
        if i == 0:
            shift = E[len(E) // 2 + 4] - 0.002
    factors = lu_factor(H - shift * M)
    for _ in range(16):
        X = lu_solve(factors, M @ X)
        hx, mx = X.T @ H @ X, X.T @ M @ X
        values, mix = eigh((hx + hx.T) / 2, (mx + mx.T) / 2)
        X = X @ mix
    return values


F = 5e-4
ff_alpha = -2 * (finite_field(1.0, F) - finite_field(1.0, 0.0)) / F**2
assert abs(ff_alpha[0] / a1 - 1) < 2e-3
assert abs(ff_alpha[1] / a3_m1 - 1) < 2e-3

# With very weak spin-orbit coupling the field can restore anisotropy
weak_lam = 2.5e-4
weak_zero, weak_field = finite_field(weak_lam, 0.0), finite_field(weak_lam, F)
apparent = -2 * (weak_field[0] - weak_zero[0]) / F**2
pol_matrix = np.array([[a_sr, np.sqrt(2) * a_sr_tensor],
                       [np.sqrt(2) * a_sr_tensor, a_sr - a_sr_tensor]])
predicted_energy = np.linalg.eigvalsh(np.diag(weak_zero) - F**2 * pol_matrix / 2)
predicted = -2 * (predicted_energy[0] - weak_zero[0]) / F**2
assert abs(apparent - predicted) < 0.01 * a_sr
assert apparent - a_sr > 5 * abs(apparent - predicted)
crossover = np.sqrt(2 * splitting / (3 * abs(a_sr_tensor)))

# Causes: interchange energies/orbitals, confine spin-orbit, remove it in d
a_wave1_e3 = alpha_scalar(dirac, 1, 4, energy=e3)
a_wave3_e1 = alpha_scalar(dirac, -2, 4, energy=e1)
assert a1 < a_wave1_e3 < a3 and a1 < a_wave3_e1 < a3
gap_share = (np.log(a_wave1_e3 / a1) + np.log(a3 / a_wave3_e1)) / 2
gap_share /= np.log(a3 / a1)
r_cut = breaks[np.argmin(abs(breaks - 0.5))]
V_cut = np.where(r < r_cut, V, np.interp(r_cut, r, r * V) / r_cut)
inner = {k: solve(k, V, 1.0, V_cut) for k in (-1, 1, -2, 2, -3)}
inner1, inner3 = alpha_scalar(inner, 1, 4), alpha_scalar(inner, -2, 4)
inner_fraction = (inner3 - inner1) / (a3 - a1)
assert 0.9 < inner_fraction < 1.1
d_off = {**dirac, 2: scalar[2], -3: scalar[-3]}
d_off1, d_off3 = alpha_scalar(d_off, 1, 4), alpha_scalar(d_off, -2, 4)
assert abs((d_off3 - d_off1) / (a3 - a1) - 1) < 0.1
assert radius(dirac, 1, 4) < radius(dirac, -2, 4)


def show(label, value, unit="a.u.", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print(f"Z = {Z}, core electrons = {n_core}, box = {r_max:.0f} bohr")
print(f"nuclear radius = {nuclear_radius_fm:.1f} fm; SCF cycles = {iteration}")
show("hydrogen 1s alpha (test)", alpha_h, digits=5)
for name, value in (("6p1/2", e1), ("6p3/2", e3), ("scalar 6p", esr),
                    ("6s", level(dirac, -1, 5)), ("7s", level(dirac, -1, 6)),
                    ("6d3/2", level(dirac, 2, 3)),
                    ("6d5/2", level(dirac, -3, 3))):
    show("energy " + name, value, "hartree", 5)
show("6p splitting", splitting, "hartree", 5)
show("6p splitting converted", splitting * hartree_ev, "eV")
for name, st, k in (("6p1/2", dirac, 1), ("6p3/2", dirac, -2),
                    ("scalar 6p", scalar, 1)):
    show("mean radius " + name, radius(st, k, 4), "bohr")
show("scalar-relativistic valence alpha, ml=0", a_par)
show("scalar-relativistic valence alpha, |ml|=1", a_perp)
show("scalar-relativistic valence mean", a_sr)
show("scalar-relativistic alpha2", a_sr_tensor)
show("Dirac valence alpha 6p1/2", a1)
show("Dirac valence alpha0 6p3/2", a3)
show("Dirac alpha2 6p3/2", a3_tensor)
show("core alpha, Dirac", core_d)
show("core alpha, scalar-relativistic", core_s)
show("atomic alpha 6p1/2", core_d + a1)
show("atomic alpha0 6p3/2", core_d + a3)
show("atomic scalar-relativistic mean", core_s + a_sr)
show("atomic alpha ratio 3/2 to 1/2", (core_d + a3) / (core_d + a1), "(none)")
show("atomic alpha 6p1/2 converted", (core_d+a1)*(bohr*1e10)**3, "angstrom^3")
show("atomic alpha0 6p3/2 converted", (core_d+a3)*(bohr*1e10)**3, "angstrom^3")
for name, k in (("6p1/2", 1), ("6p3/2", -2)):
    for group, finals in (("s", (-1,)), ("d", (2, -3))):
        subset = {q: dirac[q] for q in (k,) + finals}
        for part in ("empty", "occupied"):
            show(f"{name} valence part, {part} {group}",
                 alpha_scalar(subset, k, 4, part=part))
show("alpha: 1/2 orbital with 3/2 energy", a_wave1_e3)
show("alpha: 3/2 orbital with 1/2 energy", a_wave3_e1)
show("gap share of log ratio", 100 * gap_share, "percent", 1)
show("spin-orbit cutoff radius", r_cut, "bohr")
show("alpha difference kept by inner spin-orbit", 100*inner_fraction, "percent", 1)
print(f"valence alpha, no d spin-orbit: {d_off1:.3f}, {d_off3:.3f} a.u.")
print(f"finite-field alpha, m=1/2: {ff_alpha[0]:.3f}, {ff_alpha[1]:.3f} a.u.")
print("tilted-field alpha 6p1/2:", np.round(tilted1, 3), "a.u.")
print("tilted-field alpha 6p3/2:", np.round(tilted3, 3), "a.u.")
print(f"weak test: lam = {weak_lam:.2e}, field = {F:.1e} a.u.")
show("weak-test splitting", 1e6*(weak_zero[1]-weak_zero[0]), "microhartree")
print(f"weak-test alpha: direct {apparent:.3f}, two-level {predicted:.3f} a.u.")
show("crossover field scale", crossover, "a.u.", 4)
show("crossover field converted", crossover * field_unit / 1e9, "GV/m", 1)
print("PASS")
```

Printed output:

```
Z = 81, core electrons = 80, box = 40 bohr
nuclear radius = 7.0 fm; SCF cycles = 32
hydrogen 1s alpha (test): 4.49975 a.u.
energy 6p1/2: -0.31314 hartree
energy 6p3/2: -0.26106 hartree
energy scalar 6p: -0.27574 hartree
energy 6s: -0.56728 hartree
energy 7s: -0.12200 hartree
energy 6d3/2: -0.07345 hartree
energy 6d5/2: -0.07190 hartree
6p splitting: 0.05209 hartree
6p splitting converted: 1.417 eV
mean radius 6p1/2: 3.031 bohr
mean radius 6p3/2: 3.411 bohr
mean radius scalar 6p: 3.290 bohr
scalar-relativistic valence alpha, ml=0: 34.549 a.u.
scalar-relativistic valence alpha, |ml|=1: 19.052 a.u.
scalar-relativistic valence mean: 24.218 a.u.
scalar-relativistic alpha2: -5.166 a.u.
Dirac valence alpha 6p1/2: 12.735 a.u.
Dirac valence alpha0 6p3/2: 30.878 a.u.
Dirac alpha2 6p3/2: -8.223 a.u.
core alpha, Dirac: 41.478 a.u.
core alpha, scalar-relativistic: 40.975 a.u.
atomic alpha 6p1/2: 54.213 a.u.
atomic alpha0 6p3/2: 72.356 a.u.
atomic scalar-relativistic mean: 65.193 a.u.
atomic alpha ratio 3/2 to 1/2: 1.335 (none)
atomic alpha 6p1/2 converted: 8.033 angstrom^3
atomic alpha0 6p3/2 converted: 10.722 angstrom^3
6p1/2 valence part, empty s: 4.102 a.u.
6p1/2 valence part, occupied s: -5.614 a.u.
6p1/2 valence part, empty d: 15.065 a.u.
6p1/2 valence part, occupied d: -0.818 a.u.
6p3/2 valence part, empty s: 10.284 a.u.
6p3/2 valence part, occupied s: -4.458 a.u.
6p3/2 valence part, empty d: 25.802 a.u.
6p3/2 valence part, occupied d: -0.749 a.u.
alpha: 1/2 orbital with 3/2 energy: 18.853 a.u.
alpha: 3/2 orbital with 1/2 energy: 22.001 a.u.
gap share of log ratio: 41.3 percent
spin-orbit cutoff radius: 0.483 bohr
alpha difference kept by inner spin-orbit: 99.9 percent
valence alpha, no d spin-orbit: 12.134, 31.252 a.u.
finite-field alpha, m=1/2: 12.735, 39.104 a.u.
tilted-field alpha 6p1/2: [12.735 12.735] a.u.
tilted-field alpha 6p3/2: [22.655 22.655 39.101 39.101] a.u.
weak test: lam = 2.50e-04, field = 5.0e-04 a.u.
weak-test splitting: 11.850 microhartree
weak-test alpha: direct 24.808, two-level 24.810 a.u.
crossover field scale: 0.0820 a.u.
crossover field converted: 42.2 GV/m
PASS
```
